# Dipole sign from the isotopic change of g/B in diatomics: a numerical check

```python
"""
Result under test: for a neutral diatomic at fixed bond length R,
    (g/B)_2 - (g/B)_1 = -(16 pi^2 m_p / (h e)) * D * (c_2 - c_1)
g: rotational g factor (moment = g mu_N J/hbar); B: rotational constant (Hz);
D: dipole along z (from - to +); c: centre-of-mass coordinate along z.
Equivalent form in atomic units: G(c) = G(0) - 2 c D + Q c^2, where
    G(c) = sum_a Z_a (z_a-c)^2 - 2 S(c),   g = m_p G / (mu R^2),
    S(c) = sum_n |<n|L_x(c)|0>|^2 / (E_n-E_0),  Q = net charge.
For CO the z axis runs from C (z=0) to O (z=R), so D > 0 means C(-)O(+).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import minimize_scalar
from pyscf import gto, dft

bohr = const.physical_constants['Bohr radius'][0]
amu = const.physical_constants['atomic mass constant'][0]
hartree = const.physical_constants['Hartree energy'][0]
debye = 1e-21 / const.c
au_dipole = const.e * bohr
angstrom = bohr * 1e10

# ---- Model: one electron in the (y,z) plane, solved in a rotating frame ----
n_grid, step = 25, 0.5
x = (np.arange(n_grid) - n_grid // 2) * step
diff = np.arange(n_grid)[:, None] - np.arange(n_grid)[None, :]
safe = np.where(diff == 0, 1, diff)
parity = np.where(diff % 2 == 0, 1.0, -1.0)
deriv = np.where(diff == 0, 0.0, parity / (step * safe))
kinetic = np.where(diff == 0, np.pi**2 / (6 * step**2),
                   parity / (step * safe)**2)
one = np.eye(n_grid)
y_pts, z_pts = np.repeat(x, n_grid), np.tile(x, n_grid)
potential = (0.25 * (y_pts**2 + z_pts**2)
             - 2.0 * np.exp(-(z_pts - 1)**2 - y_pts**2)
             - 1.0 * np.exp(-(z_pts + 1)**2 - y_pts**2))
h_model = np.kron(kinetic, one) + np.kron(one, kinetic) + np.diag(potential)
e_model, v_model = eigh(h_model)
z_mean = np.sum(v_model[:, 0]**2 * z_pts)
omega = 1e-3


def model_response(c):
    """Return <L_x>/omega in the rotating frame and 2S from the state sum."""
    rot = np.kron(np.diag(x), deriv) - np.kron(deriv, np.diag(x - c))
    _, vec = eigh(h_model + 1j * omega * rot, subset_by_index=[0, 0])
    psi = vec[:, 0]
    induced = np.real(np.vdot(psi, -1j * (rot @ psi))) / omega
    amp = v_model[:, 1:].T @ (rot @ v_model[:, 0])
    return induced, 2 * np.sum(amp**2 / (e_model[1:] - e_model[0]))


responses = {c: model_response(c) for c in (0.0, 0.7, -0.5)}
err_sum = max(abs(a - b) for a, b in responses.values())
z_nuc = np.array([1.0, -1.0])
err_origin = {}
for label, charges in (('neutral', np.array([0.6, 0.4])),
                       ('cation', np.array([1.0, 1.0]))):
    g_def = {c: np.sum(charges * (z_nuc - c)**2) - responses[c][0]
             for c in responses}
    dip = np.sum(charges * z_nuc) - z_mean
    net = charges.sum() - 1
    err_origin[label] = max(abs(g_def[c] - g_def[0.0] + 2*c*dip - net*c*c)
                            for c in (0.7, -0.5))


# ---- Carbon monoxide: local density approximation, Gaussian basis ----
def make_basis(ranges):
    """Uncontracted even-tempered shells; ranges[l] = exponent indices."""
    return [[l, [0.08 * 2.5**k, 1.0]] for l, ks in enumerate(ranges)
            for k in ks]


scan_basis = make_basis([range(13), range(9), range(5)])
large_basis = make_basis([range(13), range(10), range(7), range(1, 5)])


def run_co(R, basis, dm0=None):
    mol = gto.M(atom=[['C', (0, 0, 0)], ['O', (0, 0, R)]], unit='Bohr',
                basis={'C': basis, 'O': basis}, verbose=0)
    mf = dft.RKS(mol).density_fit(auxbasis='weigend')
    mf.xc = 'lda,vwn'
    mf.grids.level = 3
    mf.conv_tol = 1e-9
    mf.kernel(dm0=dm0)
    assert mf.converged
    return mol, mf


def orbital_sum(mf, operator):
    """Closed-shell sum over excitations of |operator|^2 / energy gap."""
    occ = mf.mo_occ > 0
    amp = mf.mo_coeff[:, ~occ].T @ operator @ mf.mo_coeff[:, occ]
    gap = mf.mo_energy[~occ][:, None] - mf.mo_energy[occ][None, :]
    return 2 * np.sum(amp**2 / gap)


def big_g(mol, mf, c):
    with mol.with_common_orig((0, 0, c)):
        rot = mol.intor('int1e_cg_irxp', comp=3)[0]
    nuclear = np.sum(mol.atom_charges() * (mol.atom_coords()[:, 2] - c)**2)
    return nuclear - 2 * orbital_sum(mf, rot)


def dipole(mol, mf):
    z_int = mol.intor('int1e_r', comp=3)[2]
    nuclear = np.sum(mol.atom_charges() * mol.atom_coords()[:, 2])
    return nuclear - np.sum(np.array(mf.make_rdm1()) * z_int)


masses = {'12C16O': (12.0, 15.99491462), '13C16O': (13.00335484, 15.99491462),
          '12C18O': (12.0, 17.99915961)}
frac = {k: mo / (mc + mo) for k, (mc, mo) in masses.items()}
red = {k: mc * mo / (mc + mo) for k, (mc, mo) in masses.items()}
ref = '12C16O'

R_mid = 1.13 / angstrom
shifts = np.array([-0.12, -0.06, 0.0, 0.06, 0.12]) / angstrom
energies, g_scan, d_scan, dm = [], [], [], None
for s in shifts:
    mol, mf = run_co(R_mid + s, scan_basis, dm)
    dm = np.array(mf.make_rdm1())
    energies.append(mf.e_tot)
    g_scan.append(big_g(mol, mf, frac[ref] * (R_mid + s)))
    d_scan.append(dipole(mol, mf))
v_fit = np.polyfit(shifts, np.array(energies) - min(energies), 4)
g_fit = np.polyfit(shifts, g_scan, 4)
d_fit = np.polyfit(shifts, d_scan, 4)
x_e = minimize_scalar(lambda s: np.polyval(v_fit, s), method='bounded',
                      bounds=(shifts[0], shifts[-1]),
                      options={'xatol': 1e-8}).x
R_e = R_mid + x_e

mol, mf = run_co(R_e, large_basis)
D_e = dipole(mol, mf)
strength = 2 * orbital_sum(mf, mol.intor('int1e_ipovlp', comp=3)[1])
G_e = {k: big_g(mol, mf, frac[k] * R_e) for k in masses}
inertia = {k: red[k] * amu * (R_e * bohr)**2 for k in masses}
g_e = {k: const.m_p * G_e[k] * bohr**2 / inertia[k] for k in masses}
B_e = {k: const.h / (8 * np.pi**2 * inertia[k]) / 1e9 for k in masses}
ratio = {k: g_e[k] / B_e[k] for k in masses}
slope = -16 * np.pi**2 * const.m_p / (const.h * const.e)

# ---- Vibrational ground states on the computed curve ----
dx = 0.001
s_grid = np.arange(-600, 601) * dx
R_grid = R_mid + s_grid
G0, D0, wave_number = {}, {}, {}
for k in masses:
    mu = red[k] * amu / const.m_e
    diag = np.polyval(v_fit, s_grid) + 1 / (mu * dx**2)
    off = np.full(len(s_grid) - 1, -0.5 / (mu * dx**2))
    levels, vec = eigh_tridiagonal(diag, off, select='i', select_range=(0, 1))
    wave_number[k] = (levels[1]-levels[0]) * hartree / (const.h*const.c*100)
    weight = vec[:, 0]**2 / R_grid**2
    weight /= weight.sum()
    d_curve = np.polyval(d_fit, s_grid)
    g_curve = (np.polyval(g_fit, s_grid)
               - 2 * (frac[k] - frac[ref]) * R_grid * d_curve)
    G0[k] = np.sum(weight * g_curve)
    D0[k] = np.sum(weight * R_grid * d_curve) / R_e

# ---- Printed results ----
to_D = au_dipole / debye
print(f"Model: rotating frame vs state sum, max error = {err_sum:.1e} a.u.")
for label, err in err_origin.items():
    print(f"Model: origin law, {label}, max error = {err:.1e} a.u.")
print(f"CO basis functions, scan / large = {len(dm)} / {mol.nao}")
print(f"CO bond length R_e = {R_e*angstrom:.4f} angstrom")
print(f"Oscillator-strength sum (ideal 14) = {strength:.4f}")
print(f"Dipole from density, C to O = {D_e:+.5f} e a0 = {D_e*to_D:+.4f} D")
print(f"Slope -16 pi^2 m_p/(h e) = {slope:.5e} s/(C m^2)")
for k in masses:
    print(f"{k}: masses C, O = {masses[k][0]:.8f}, {masses[k][1]:.8f} u")
    print(f"{k}: reduced mass = {red[k]:.5f} u")
    print(f"{k}: c from C = {frac[k]*R_e*angstrom:.5f} angstrom")
    print(f"{k}: G = {G_e[k]:.5f} a0^2")
    print(f"{k}: g = {g_e[k]:.6f}, B = {B_e[k]:.4f} GHz")
    print(f"{k}: g/B = {ratio[k]*1e3:.6f} 1e-3/GHz")
pairs = [(ref, '13C16O'), (ref, '12C18O'), ('13C16O', '12C18O')]
inferred, apparent, contamination, changes = [], [], [], []
for a, b in pairs:
    dc = (frac[b] - frac[a]) * R_e
    direct = ratio[b] - ratio[a]
    law = slope * D_e * au_dipole * dc * bohr * 1e9
    from_g = direct / (slope * au_dipole * dc * bohr * 1e9)
    from_g0 = -(G0[b] - G0[a]) / (2 * dc)
    changes.append((direct, law))
    inferred.append(from_g)
    apparent.append(from_g0)
    contamination.append(from_g0 - 0.5 * (D0[a] + D0[b]))
    print(f"{a} -> {b}: shift of c = {dc*angstrom:+.5f} angstrom")
    print(f"  change of g/B, direct = {direct*1e6:+.4f} 1e-6/GHz")
    print(f"  change of g/B, law    = {law*1e6:+.4f} 1e-6/GHz")
    print(f"  relative change of g/B = {direct/ratio[a]:+.3e}")
    print(f"  dipole from g_e/B_e = {from_g*to_D:+.4f} D")
    print(f"  dipole from g_0/B_0 = {from_g0*to_D:+.4f} D")
    print(f"  zero-point contamination = {contamination[-1]*to_D:+.4f} D")
print(f"Vibrationally weighted dipole, {ref} = {D0[ref]*to_D:+.4f} D")
print(f"Vibrational interval, {ref} = {wave_number[ref]:.1f} cm^-1")
G_scan_e = np.polyval(g_fit, x_e)
print(f"G at R_e in scan basis, {ref} = {G_scan_e:.5f} a0^2")

# ---- Tests ----
# Model errors: finite rotation rate (order omega^2) and finite grid.
assert err_sum < 1e-4
assert max(err_origin.values()) < 1e-4
# CO errors: finite Gaussian basis, monitored by the oscillator-strength sum.
assert abs(strength - 14) < 0.1
assert max(abs(d - D_e) for d in inferred) < 0.01
assert all(np.sign(direct) == np.sign(law) for direct, law in changes)
assert changes[0][0] * changes[1][0] < 0
assert abs(G_scan_e / G_e[ref] - 1) < 0.03
# Zero-point motion: sign retained, and suppressed for nearly equal masses.
assert all(np.sign(d) == np.sign(D_e) for d in apparent)
assert abs(contamination[2]) < 0.5 * max(map(abs, contamination[:2]))
print("all assertions hold")
```

Output:

```
Model: rotating frame vs state sum, max error = 2.0e-06 a.u.
Model: origin law, neutral, max error = 1.1e-06 a.u.
Model: origin law, cation, max error = 1.1e-06 a.u.
CO basis functions, scan / large = 130 / 212
CO bond length R_e = 1.1270 angstrom
Oscillator-strength sum (ideal 14) = 13.9971
Dipole from density, C to O = +0.09115 e a0 = +0.2317 D
Slope -16 pi^2 m_p/(h e) = -2.48800e+27 s/(C m^2)
12C16O: masses C, O = 12.00000000, 15.99491462 u
12C16O: reduced mass = 6.85621 u
12C16O: c from C = 0.64389 angstrom
12C16O: G = -8.85086 a0^2
12C16O: g = -0.286701, B = 58.0377 GHz
12C16O: g/B = -4.939913 1e-3/GHz
13C16O: masses C, O = 13.00335484, 15.99491462 u
13C16O: reduced mass = 7.17241 u
13C16O: c from C = 0.62161 angstrom
13C16O: G = -8.84315 a0^2
13C16O: g = -0.273823, B = 55.4790 GHz
13C16O: g/B = -4.935610 1e-3/GHz
12C18O: masses C, O = 12.00000000, 17.99915961 u
12C18O: reduced mass = 7.19987 u
12C18O: c from C = 0.67617 angstrom
12C18O: G = -8.86201 a0^2
12C18O: g = -0.273360, B = 55.2675 GHz
12C18O: g/B = -4.946135 1e-3/GHz
12C16O -> 13C16O: shift of c = -0.02228 angstrom
  change of g/B, direct = +4.3025 1e-6/GHz
  change of g/B, law    = +4.2836 1e-6/GHz
  relative change of g/B = -8.710e-04
  dipole from g_e/B_e = +0.2327 D
  dipole from g_0/B_0 = +0.2736 D
  zero-point contamination = +0.0482 D
12C16O -> 12C18O: shift of c = +0.03227 angstrom
  change of g/B, direct = -6.2227 1e-6/GHz
  change of g/B, law    = -6.2053 1e-6/GHz
  relative change of g/B = +1.260e-03
  dipole from g_e/B_e = +0.2323 D
  dipole from g_0/B_0 = +0.1895 D
  zero-point contamination = -0.0359 D
13C16O -> 12C18O: shift of c = +0.05455 angstrom
  change of g/B, direct = -10.5252 1e-6/GHz
  change of g/B, law    = -10.4889 1e-6/GHz
  relative change of g/B = +2.133e-03
  dipole from g_e/B_e = +0.2325 D
  dipole from g_0/B_0 = +0.2239 D
  zero-point contamination = -0.0016 D
Vibrationally weighted dipole, 12C16O = +0.2253 D
Vibrational interval, 12C16O = 2149.0 cm^-1
G at R_e in scan basis, 12C16O = -8.74773 a0^2
all assertions hold
```
